Why Wrinkles on an Asymmetric Foundation Can Double Their Period

**1. A frozen wrinkle on uneven springs**

Take a plate already bent into the wrinkle w = α cos x, and suppose that the springs beneath it are stiffer when stretched than when pressed. With w upward and suitable units, let their pressure be w + w². A small further deflection then meets the local stiffness

d(w + w²)/dw = 1 + 2w = 1 + 2α cos x.

The springs are stiff under crests and soft under troughs. Now add a disturbance φ = s sin(x/2), whose period is twice that of the wrinkle. It vanishes at the crests x = 0, 2π, … and is largest at the troughs x = π, 3π, …, where its sign alternates. It deepens one trough and lifts the next, and it works mainly against soft springs.

At the onset of wrinkling the scaled compressive force is P = 2 (shown in section 2). Bending, compression and the mean spring stiffness give a disturbance of wavenumber q the stiffness

D(q) = q⁴ − Pq² + 1, so D(1/2) = 1/16 − 1/2 + 1 = 9/16.

The uneven part of the springs adds, with ⟨ ⟩ the average over x and the factor 2 normalizing ⟨sin²⟩ = 1/2,

2⟨2α cos x sin²(x/2)⟩ = 2⟨α cos x (1 − cos x)⟩ = −α.

The stiffness against doubling is therefore

S ≈ 9/16 − α.

For cos(x/2), which peaks at the crests, cos² = (1 + cos x)/2 gives 9/16 + α. The effect is linear in α because the product of two half-wavenumber waves contains the wavenumber of the wrinkle itself.

This estimate puts the instability at α = 0.5625. That is not a small number, so everything of order α² must be weighed too.

**2. The model and its units**

A plate of bending stiffness B carries a compressive force per width P and rests on a local foundation, whose pressure depends on the deflection at the same point:

B w'''' + P w'' + K w + K2 w² + K3 w³ = 0, with K2 > 0.

Slopes are small, wrinkles vary along x alone, and the foundation resists sliding so weakly that P is uniform. Measure x in ℓ = (B/K)^(1/4), w in W = K/K2 and force in √(BK). Dividing by KW, and using Kℓ² = √(BK), gives

w'''' + P w'' + w + w² + βw³ = 0, β = K3 K/K2².

From here on the symbols are scaled. The equation follows from the energy per length

U = ⟨w''²/2 + w²/2 + w³/3 + βw⁴/4⟩ + (κ/2)(e − Δ)², Δ = ⟨w'²⟩/2.

Here e is the imposed end compression in units of (W/ℓ)², and Δ is the part taken up by wrinkling. The rest compresses the plate itself, so P = κ(e − Δ). With plate thickness h, κ = 12W²/h². Varying the last term of U gives −P⟨w'δw'⟩ = +P⟨w''δw⟩, which is the force term with the correct sign.

A flat plate first wrinkles where D(q) = 0, that is at the minimum of P = q² + 1/q². This gives q = 1 and P = 2.

For the stability of a wrinkle w₀, put w = w₀ + φ. The change of Δ is ⟨w₀'φ'⟩ + ⟨φ'²⟩/2. A doubled disturbance changes sign when x advances by 2π, while w₀ repeats, so ⟨w₀'φ'⟩ = 0. The second-order energy is then ⟨φLφ⟩/2 with

L = d⁴/dx⁴ + P d²/dx² + V(x), V = 1 + 2w₀ + 3βw₀².

The stretching stiffness κ enters through P alone. At a given α, the stiffness against doubling is the same whether the ends are held at fixed force or at fixed compression. The wrinkle itself may not be equally stable: where the force falls as the wrinkle grows, as in the example below, a wrinkle at fixed force is already unstable to a change of its own amplitude. The example therefore uses fixed compression, with κ = 12. Near onset e = P/κ + α²/4 grows with α only if κ > −4Γ (Γ is found in section 3), about 3.2 in the example; a smaller κ would not remove this instability.

**3. How the wrinkle itself changes**

Write w₀ = α cos x + m + d cos 2x, with m and d of order α². The products needed are

w₀² = α²/2 + (α²/2) cos 2x + (2αm + αd) cos x + …
βw₀³ = (3/4)βα³ cos x + …

The equation is now balanced one harmonic at a time.

- Mean: m + α²/2 = 0, so m = −α²/2. The plate sinks towards the soft side.
- cos 2x: (16 − 8 + 1)d + α²/2 = 0, so d = −α²/18.
- cos x: (2 − P)α + 2αm + αd + (3/4)βα³ = 0.

The last line gives

P = 2 + 2m + d + (3/4)βα² = 2 + Γα², Γ = 3β/4 − 19/18.

For β < 38/27 the force at first falls as the wrinkle grows.

**4. The second-order contributions, one by one**

Each contribution is the coefficient of α² in S, the stiffness of sin(x/2). The numbers are for β = 1/3, the value used in the example.

- Change of force: −P/4 contributes −Γ/4 = −3β/16 + 19/72 = +0.201. The falling force makes doubling harder.
- Sinking of the plate: 2m contributes −1. The whole plate rests on softer springs.
- Cubic response: 3β⟨cos²x⟩ = 3β/2 = +0.500.
- Second harmonic: cos 2x links wavenumber 1/2 to 3/2 and 5/2 but not back to 1/2, so it contributes nothing at this order.
- Reshaping of the disturbance: since 2α cos x sin(x/2) = α sin(3x/2) − α sin(x/2), the wave sin(3x/2) is drawn in.

For the last item, let the amplitudes of sin(x/2) and sin(3x/2) be s and t. The terms containing t are 2αst + D(3/2)t², where D(3/2) = 81/16 − 9/2 + 1 = 25/16. They are least at t = −16αs/25, where their value is −(16/25)α²s². The contribution is −0.640.

The sum is

S = 9/16 − α + cα² + O(α³),
c = 21β/16 + 19/72 − 41/25,

and c = −0.939 for β = 1/3. As a test, the stiffnesses of the two half-waves were computed from the full harmonic solution at α = 0.02. Half their difference gave a linear coefficient of 0.9997 (formula: 1), and their mean gave c = −0.9381 (formula: −0.9386).

Without the quadratic response the picture changes. Let W now be any chosen length and β = K3W²/K. The linear term, the sinking, the second harmonic and the reshaping at order α² vanish, so that Γ = 3β/4, leaving

S = 9/16 + 21βα²/16.

To this order, a symmetric hardening foundation resists doubling more as the wrinkle grows; for wrinkles well above α = 1 the trend can reverse. At α = 1 and β = 1/3 the lowest eigenvalue of L for doubled disturbances was 0.895, above 9/16. A symmetric softening foundation (β < 0) can still bring S to zero, near α² = 3/(7|β|) at this order. Quadratic response is thus the direct route to doubling, but not the sole possible one.

**5. Where the threshold lies**

For β = 1/3 the foundation law is a shifted cube:

w + w² + w³/3 = [(1 + w)³ − 1]/3, V = (1 + w₀)².

Its stiffness falls to zero at w = −1 and is nowhere negative. This is the lowest β with that property, because the minimum of 1 + 2w + 3βw² is 1 − 1/(3β).

Setting S = 0 to second order gives α = 0.407. The full solution, with ten harmonics, gives α = 0.486. Relative to the full value, the first-order estimate is 16 % high and the second-order one 16 % low. At α = 0.486 the second-order series reads 0.5625 − 0.486 − 0.221 = −0.144, where the true stiffness is zero. The omitted terms add up to +0.144, so they are not negligible.

A better short calculation keeps one harmonic but treats the cubic law without expansion. Put 1 + w₀ = u + α cos x. The mean and cos x balances are

u³ + 3uα²/2 = 1,
(1 − P)α + (3u²α + 3α³/4)/3 = 0, so P = 1 + u² + α²/4.

The springs have stiffness

V = u² + α²/2 + 2uα cos x + (α²/2) cos 2x.

For sin(x/2) and sin(3x/2), the diagonal stiffnesses are q⁴ − Pq² plus the mean of V. The first also receives minus half the cos x coefficient. The coupling is half the difference of the cos x and cos 2x coefficients, because sin(x/2) sin(3x/2) = (cos x − cos 2x)/2. Hence

L11 = 1/16 − P/4 + u² + α²/2 − uα = −3/16 + 3u²/4 + 7α²/16 − uα,
L33 = 81/16 − 9P/4 + u² + α²/2 = 45/16 − 5u²/4 − α²/16,
L13 = uα − α²/4.

Instability begins when L11 − L13²/L33 = 0. The root is α = 0.482, less than 1 % below the full value. There u = 0.884, L11 = 0.074, L13 = 0.368 and L33 = 1.82, so L13²/L33 = 0.074. The pure sine wave alone would still be stable; reshaping removes the last of its stiffness. In the full solution, cos(x/2) keeps a stiffness of 0.81 at threshold. Only one of the two half-waves has softened.

**6. What follows the instability**

Energy descent at fixed e, in a cell of two wrinkles and with κ = 12 as in section 8, tests the threshold without using L. It was started from the regular wrinkle plus 0.01 sin(x/2). At 0.945 of the threshold compression the disturbance died out. At 1.063 it grew to a half-wave amplitude of 0.39 and lowered the energy by 0.0010 KW² per unit length.

The doubled state was then followed as the compression was lowered. Its amplitude was 0.24 at 1.02 of threshold, and it had vanished at 0.98. No hysteresis was seen. The transition depends on κ. Along the doubled branch near threshold, P falls by about 1.47s² and Δ rises by about 0.19s², where s is the half-wave amplitude. Hence e = P/κ + Δ rises with s only for κ above about 7.8. At κ = 12 doubling is gradual; below about 7.8 it sets in abruptly.

**7. The competing instability on long strips**

A periodic cell of two wrinkles leaves no room for slower variation. A periodic strip of N wrinkles can vary its amplitude as α + a cos(δx), with δ = 1/N for the longest variation. This disturbance consists of the wavenumbers 1 ± δ, and at P = 2

D(1 ± δ) = [(1 ± δ)² − 1]² ≈ 4δ².

If the variation is slow, m and d follow the local amplitude A. The cos x balance is (2 − P)A + ΓA³ = 0. At fixed P its slope with respect to A is 2 − P + 3ΓA², which equals 2Γα² on the uniform wrinkle. P does not change at first order because a cos(δx) averages to zero. The total stiffness is

4/N² + 2Γα².

For Γ < 0 it vanishes at

α = √(2/|Γ|)/N.

With β = 1/3, Γ = −0.806. For 20 wrinkles the formula gives 0.0788 and the full calculation 0.0783. For 8 and 4 wrinkles the full values are 0.190 and 0.346. All three lie below 0.486, so these longer strips begin to concentrate their wrinkling before the doubling threshold is reached.

The ends matter too. If they can move freely up and down but cannot tilt, the strip and its mirror image together form a periodic strip of twice the length, and δ = 1/(2N) is allowed. A separate strip of two wrinkles with such ends therefore begins to modulate at 0.346, before it can double.

Could a harder foundation remove this competitor and keep doubling? At small amplitude, the modulation described here disappears for β > 38/27 ≈ 1.41. But S = 0 at second order has real roots only if 1 − 4c(9/16) ≥ 0, or c ≤ 4/9, which means β ≤ 1.39. To this order the two requirements exclude each other, but the closeness of 1.39 to 1.41 is an artifact of the truncated series. Already at β = 1, where the series has a root near α = 0.54, the full solution does not double until α ≈ 1.7. For β = 1, 1.2, 1.39, 1.45, 1.7 and 2.5 doubling appears only at α above 1, and in each case a strip of 20 wrinkles begins to modulate first.

**8. An aluminium sheet on soft foam**

Consider an aluminium face sheet on a thin layer of soft open-cell polyurethane foam, bonded to the sheet above and to a rigid base below. The inputs are rough typical values: sheet modulus 70 GPa, Poisson ratio 0.33, h = 0.2 mm, foam modulus 0.1 MPa, foam thickness H = 2 mm, and a flat point of the foam law at 10 % compression. Then

B = 70×10⁹ × (0.2×10⁻³)³ / [12(1 − 0.33²)] = 0.0524 N m,
K = 0.1×10⁶/0.002 = 5×10⁷ N/m³,
ℓ = (B/K)^(1/4) = 5.69 mm, W = 0.10 × 2 mm = 0.2 mm.

The wavelength is 2πℓ = 35.7 mm, and κ = 12(0.2/0.2)² = 12. Wrinkling begins at 2√(BK) = 3.24 N/mm and 206 microstrain. In the periodic two-wrinkle cell, 71 mm long, doubling begins at

A = 0.486 × 0.2 mm = 0.097 mm,

with a force of 2.96 N/mm and a compression of about 260 microstrain (0.026 %). This compression is 1.27 times the onset value. The force has fallen, as Γ < 0 requires near onset.

At 1.063 of the doubling compression, neighbouring troughs lie at −0.057 mm and −0.241 mm. The deeper one compresses the foam by 12 %, past the flat point, where the cubic law stiffens again. A real foam may have a longer plateau, which would change these depths. At the threshold itself the foam is compressed by at most about 6 %, short of the flat point. The same law also makes the foam about 1.8 times as stiff at the crests, where it is stretched by about 3.6 %. A real foam may stiffen much less in tension, which would shift the threshold. The value κ = 12 is also sensitive to the assumed flat point, since κ goes as the square of that strain: at 8 % κ = 7.7 and doubling would be abrupt, and at 5 % κ = 3 and the regular wrinkle would already be unstable at onset. The numbers therefore illustrate the model and do not predict the behaviour of a particular foam.

Several neglected effects are small for these numbers:

- The squared slope (A/ℓ)² is 0.0003, and the mid-plane offset ratio h/(2ℓ) is 0.018.
- The sheet's weight is 0.1 % of the foundation pressure KA.
- A linear foam layer of finite thickness, with Poisson ratio zero, leaves the gap 9/16 at 0.5625. The leading correction to its stiffness is proportional to q² and merely shifts P.
- At the doubling threshold, membrane and bending stresses are 15 and 26 MPa. Their sum is below the yield stress of many structural aluminium alloys, roughly 100 MPa or more, though soft annealed aluminium could yield.

The periodic two-wrinkle cell is a severe restriction. With 20 wrinkles, a periodic strip about 0.7 m long under uniform force, modulation starts at 0.078 × 0.2 mm = 0.016 mm, one sixth of the doubling amplitude.

On this foam, however, the force in so long a strip would not be uniform if it were loaded at its ends. The sheet's stretching stiffness is 1.57×10⁷ N/m, and the foam resists sliding with 0.05 MPa/2 mm = 2.5×10⁷ N/m³ (Poisson ratio zero). The foam therefore takes up an end load over a length of √(1.57/2.5) m = 0.79 m. The force at the middle of a 0.7 m strip is about 9 % below that at its ends, so the value of 0.016 mm does not apply to such a strip. Over 71 mm the drop is only 0.1 %. The resistance to sliding also stiffens slow modulations of a periodic strip: it raises the threshold for 20 wrinkles from 0.078 to 0.081 and for 60 wrinkles from 0.026 to 0.041, so the 1/N rule of section 7 fails for long strips on this foam. Foam creep and the irregularity of cells, which may not be small beside a 2 mm layer, are also left out and not sized. Nor does the result carry over directly to a film on a thick, nearly incompressible elastomer, whose pressure at one point depends on the deflection elsewhere. The remaining values are in the numerical output.

Numbers as computed

```
beta: 0.3333
Landau coefficient Gamma: -0.8056
coefficient c, formula: -0.93861
coefficient c, full solution: -0.93806
linear coupling, full solution (formula 1): 0.99969
symmetric foundation, lowest half-mode stiffness at alpha=1: 0.8949
threshold alpha, first order: 0.5625
threshold alpha, second order: 0.407
threshold alpha, one-harmonic closure: 0.482
threshold alpha, full: 0.4856
cos(x/2) stiffness at threshold: 0.8067
modulation threshold alpha, 4 wrinkles: 0.3458
modulation threshold alpha, 8 wrinkles: 0.1901
modulation threshold alpha, 20 wrinkles: 0.07832
modulation formula, 20 wrinkles: 0.07878
sheet modulus: 70 GPa
sheet Poisson ratio: 0.33
sheet thickness h: 0.2 mm
foam modulus: 0.1 MPa
foam thickness H: 2 mm
foam plateau strain: 10 %
bending stiffness B: 0.05237 N m
foundation stiffness K: 5e+07 N/m^3
length ell: 5.689 mm
deflection unit W: 0.2 mm
stretching parameter kappa: 12
wavelength: 35.74 mm
onset force: 3.236 N/mm
force at doubling: 2.961 N/mm
onset compression: 206 microstrain
doubling compression: 261.5 microstrain
doubling / onset compression: 1.269
amplitude at doubling: 0.09713 mm
descent below: compression / threshold: 0.945
descent below: final half-mode amplitude / W: 1.5e-10
descent above: compression / threshold: 1.063
descent above: half-mode amplitude: 0.07884 mm
descent above: trough 1 deflection: -0.05735 mm
descent above: trough 2 deflection: -0.2407 mm
descent above: energy drop / (K W^2): 0.001046
half-mode amplitude / W at 1.02 of threshold: 0.241
half-mode amplitude / W at 0.98 of threshold: 4.57e-10
foam thickness / ell: 0.3516
half-mode gap with finite foam layer (local model 0.5625): 0.5625
largest foam compression at threshold: 6.131 %
squared slope (A/ell)^2: 0.00029
mid-plane offset ratio h/(2 ell): 0.018
membrane stress: 14.8 MPa
largest bending stress: 25.7 MPa
sheet weight / foundation pressure K A: 0.0011
```
